# Field Gradients in Octahedral Isomers from Additive Ligand Contributions: a program that tests the result

```python
# Result under test: with additive axial ligand contributions
#   V_ij = sum_L p_L (3 n_i n_j - delta_ij),  p_L = q_L/(4 pi eps0 r_L^3),
# the field gradients at M in octahedral complexes are
#   trans-MA4B2: V_zz =  4 (p_B - p_A), eta = 0
#   cis-MA4B2:   V_zz = -2 (p_B - p_A), eta = 0
#   fac-MA3B3:   V = 0, although the symmetry is not cubic.
# V_ij: second derivatives of the potential at M; n: unit vector from M to
# ligand; q, r: ligand charge and distance; eta: asymmetry parameter.
# The tensors are found by numerical differentiation of the Coulomb potential.
from itertools import combinations, permutations, product
import numpy as np
from scipy.constants import e, h, epsilon_0, pi

K = 1 / (4 * pi * epsilon_0)
QA, RA = -0.5 * e, 200e-12
QB, RB = -1.0 * e, 220e-12
QUAD = 2.0e-29          # nuclear quadrupole moment, m^2
SPIN = 1.5
U = 1e20                # printing unit of gradients, V/m^2
pA, pB = K * QA / RA**3, K * QB / RB**3
d = pB - pA
TOL = 1e-6 * K * e / RA**3   # far above the finite-difference error

SITES = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                  [0, -1, 0], [0, 0, 1], [0, 0, -1]], float)
STEP = 1e-12
STENCIL = [(-2, 1 / 12), (-1, -8 / 12), (1, 8 / 12), (2, -1 / 12)]
EYE = np.eye(3)


def potential(point, charges, positions):
    return K * np.sum(charges / np.linalg.norm(positions - point, axis=1))


def gradient_tensor(charges, positions):
    V = np.zeros((3, 3))
    for i, j in product(range(3), repeat=2):
        for (a, wa), (b, wb) in product(STENCIL, repeat=2):
            point = STEP * (a * EYE[i] + b * EYE[j])
            V[i, j] += wa * wb * potential(point, charges, positions)
    return V / STEP**2


def electric_field(charges, positions):
    return -np.array([sum(w * potential(a * STEP * EYE[i], charges, positions)
                          for a, w in STENCIL) for i in range(3)]) / STEP


def build(b_sites):
    is_b = np.array([s in b_sites for s in range(6)])
    charges = np.where(is_b, QB, QA)
    return charges, SITES * np.where(is_b, RB, RA)[:, None]


def principal(V):
    w = np.linalg.eigvalsh((V + V.T) / 2)
    w = w[np.argsort(abs(w))]
    return w[2], abs(w[0] - w[1]) / abs(w[2])


def show(x, digits=4):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


# One ligand in a general direction
n = np.array([0.3, -0.5, 0.8])
n /= np.linalg.norm(n)
V1 = gradient_tensor(np.array([QA]), RA * n[None, :])
assert np.allclose(V1, pA * (3 * np.outer(n, n) - EYE), rtol=0, atol=TOL)

# Four named isomers
isomers = {"trans": (4, 5), "cis": (0, 2), "fac": (0, 2, 4), "mer": (0, 4, 5)}
formula = {"trans": d * np.diag([-2, -2, 4]), "cis": d * np.diag([1, 1, -2]),
           "fac": np.zeros((3, 3)), "mer": d * np.diag([0, -3, 3])}
tensor = {}
for name, b_sites in isomers.items():
    tensor[name] = gradient_tensor(*build(b_sites))
    assert np.allclose(tensor[name], formula[name], rtol=0, atol=TOL)
vt, eta_t = principal(tensor["trans"])
vc, eta_c = principal(tensor["cis"])
vm, eta_m = principal(tensor["mer"])
assert abs(vt / vc + 2) < 1e-5
assert eta_t < 1e-5 and eta_c < 1e-5 and abs(eta_m - 1) < 1e-5

# Every placement of two or three B ligands
count = dict.fromkeys(isomers, 0)
for number in (2, 3):
    for b_sites in combinations(range(6), number):
        opposite = any(np.dot(SITES[a], SITES[b]) < -0.5
                       for a, b in combinations(b_sites, 2))
        if number == 2:
            name = "trans" if opposite else "cis"
        else:
            name = "mer" if opposite else "fac"
        count[name] += 1
        found = np.linalg.eigvalsh(gradient_tensor(*build(b_sites)))
        expected = np.sort(np.diag(formula[name]))
        assert np.allclose(found, expected, rtol=0, atol=TOL)

# Symmetry operations and number of gradient components they allow
operations = [np.diag(s) @ EYE[list(p)] for p in permutations(range(3))
              for s in product([1, -1], repeat=3)]


def symmetry(b_sites):
    chosen = {tuple(SITES[s].astype(int)) for s in b_sites}
    group = [R for R in operations
             if {tuple(np.rint(R @ np.array(v)).astype(int))
                 for v in chosen} == chosen]
    characters = [(np.trace(R)**2 + np.trace(R @ R)) / 2 - 1 for R in group]
    return len(group), int(round(np.mean(characters)))


sym = {name: symmetry(s) for name, s in isomers.items()}
sym["MA6"] = symmetry(())
assert sym["MA6"] == (48, 0)
assert sym["fac"] == (6, 1) and sym["cis"] == (4, 2)
assert sym["trans"] == (16, 1)
field = electric_field(*build(isomers["fac"]))
field_formula = K * (QA / RA**2 - QB / RB**2) * np.ones(3)
assert np.allclose(field, field_formula, rtol=1e-6)
assert np.linalg.norm(field) > 1e9

# Fac complex with the B triple bent away from the threefold axis
axis = np.ones(3) / np.sqrt(3)
theta0 = np.arccos(1 / np.sqrt(3))
bend = np.radians(2.0)
theta = theta0 + bend
charges, positions = build(isomers["fac"])
for s in isomers["fac"]:
    across = SITES[s] - np.dot(SITES[s], axis) * axis
    across /= np.linalg.norm(across)
    positions[s] = RB * (np.cos(theta) * axis + np.sin(theta) * across)
V_bent = gradient_tensor(charges, positions)
v_bent, eta_bent = principal(V_bent)
assert abs(axis @ V_bent @ axis - v_bent) < TOL and eta_bent < 1e-4
assert abs(v_bent - 3 * pB * (3 * np.cos(theta)**2 - 1)) < TOL
v_linear = -6 * np.sqrt(2) * pB * bend
assert abs(v_linear / v_bent - 1) < 0.02   # next order is about bend/2.8

# Cis complex with the B-M-B angle opened by 2 degrees in its plane
delta = np.radians(1.0)
charges, positions = build(isomers["cis"])
positions[0] = RB * np.array([np.cos(delta), -np.sin(delta), 0])
positions[2] = RB * np.array([-np.sin(delta), np.cos(delta), 0])
v_open, eta_open = principal(gradient_tensor(charges, positions))
assert abs(v_open - vc) < TOL
assert abs(eta_open - 3 * abs(pB) * np.sin(2 * delta) / abs(d)) < 1e-5

# A ligands opposite B weakened by 10 percent
weak = 0.9
charges, positions = build(isomers["cis"])
charges[[1, 3]] *= weak
v_weak, eta_weak = principal(gradient_tensor(charges, positions))
assert abs(v_weak - (4 * pA - 2 * (weak * pA + pB))) < TOL
assert eta_weak < 1e-5 and abs(vt / v_weak + 2) > 0.1
charges, positions = build(isomers["fac"])
charges[[1, 3, 5]] *= weak
assert np.max(abs(gradient_tensor(charges, positions))) < TOL

# Quadrupole line of a spin-3/2 nucleus from its Hamiltonian
m = np.arange(SPIN, -SPIN - 1, -1)
raising = np.diag(np.sqrt(SPIN * (SPIN + 1) - m[1:] * (m[1:] + 1)), 1)
spin_ops = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def line_frequency(V):
    H = np.zeros((4, 4), complex)
    for i, j in product(range(3), repeat=2):
        A, B = spin_ops[i], spin_ops[j]
        H += V[i, j] * (1.5 * (A @ B + B @ A)
                        - EYE[i, j] * SPIN * (SPIN + 1) * np.eye(4))
    H *= e * QUAD / (6 * SPIN * (2 * SPIN - 1) * h)
    levels = np.linalg.eigvalsh(H)
    return levels[-1] - levels[0]


cq = {"trans": e * QUAD * vt / h, "cis": e * QUAD * vc / h}
line = {name: line_frequency(tensor[name]) for name in ("trans", "cis", "fac")}
for name in cq:
    assert abs(line[name] / (abs(cq[name]) / 2) - 1) < 1e-5
assert line["fac"] < 1e-5 * line["cis"]

print("Gradients in 1e20 V/m^2")
print("charge of A:", show(QA / e, 1), "e; distance:", show(RA * 1e12, 0), "pm")
print("charge of B:", show(QB / e, 1), "e; distance:", show(RB * 1e12, 0), "pm")
print("quadrupole moment Q:", f"{QUAD:.1e}", "m^2; spin:", SPIN)
print("p_A:", show(pA / U))
print("p_B:", show(pB / U))
print("p_B - p_A:", show(d / U))
for name in isomers:
    values = ", ".join(show(x / U) for x in np.diag(tensor[name]))
    print(f"{name} V_xx, V_yy, V_zz (fixed axes):", values)
print("ratio V_zz trans/cis:", show(vt / vc))
print("eta trans, cis, mer:", show(eta_t), show(eta_c), show(eta_m))
for name in isomers:
    print(f"number of {name} placements checked:", count[name])
for name, (order, allowed) in sym.items():
    print(f"{name}: {order} operations, {allowed} allowed components")
print("ligand field strength at M in fac:",
      show(np.linalg.norm(field) / 1e10), "1e10 V/m")
print("octahedral angle to threefold axis:", show(np.degrees(theta0), 3), "deg")
print("fac, B triple bent by", show(np.degrees(bend), 1), "deg: V_zz =",
      show(v_bent / U))
print("same, linear estimate:", show(v_linear / U))
print("cis, B-M-B angle:", show(90 + np.degrees(2 * delta), 1), "deg")
print("  V_zz =", show(v_open / U), " eta =", show(eta_open))
print("cis, A opposite B scaled by", weak, ": V_zz =", show(v_weak / U))
print("  ratio V_zz trans/cis then:", show(vt / v_weak))
for name in cq:
    print(f"C_Q {name}:", show(cq[name] / 1e6), "MHz")
for name in line:
    print(f"quadrupole line {name}:", show(line[name] / 1e6), "MHz")
print("PASS")
```

Output:

```
Gradients in 1e20 V/m^2
charge of A: -0.5 e; distance: 200 pm
charge of B: -1.0 e; distance: 220 pm
quadrupole moment Q: 2.0e-29 m^2; spin: 1.5
p_A: -0.9000
p_B: -1.3523
p_B - p_A: -0.4524
trans V_xx, V_yy, V_zz (fixed axes): 0.9047, 0.9047, -1.8094
cis V_xx, V_yy, V_zz (fixed axes): -0.4524, -0.4524, 0.9047
fac V_xx, V_yy, V_zz (fixed axes): 0.0000, 0.0000, 0.0000
mer V_xx, V_yy, V_zz (fixed axes): 0.0000, 1.3571, -1.3571
ratio V_zz trans/cis: -2.0000
eta trans, cis, mer: 0.0000 0.0000 1.0000
number of trans placements checked: 3
number of cis placements checked: 12
number of fac placements checked: 8
number of mer placements checked: 12
trans: 16 operations, 1 allowed components
cis: 4 operations, 2 allowed components
fac: 6 operations, 1 allowed components
mer: 4 operations, 2 allowed components
MA6: 48 operations, 0 allowed components
ligand field strength at M in fac: 2.0355 1e10 V/m
octahedral angle to threefold axis: 54.736 deg
fac, B triple bent by 2.0 deg: V_zz = 0.3953
same, linear estimate: 0.4006
cis, B-M-B angle: 92.0 deg
  V_zz = 0.9047  eta = 0.3130
cis, A opposite B scaled by 0.9 : V_zz = 0.7247
  ratio V_zz trans/cis then: -2.4967
C_Q trans: -0.8750 MHz
C_Q cis: 0.4375 MHz
quadrupole line trans: 0.4375 MHz
quadrupole line cis: 0.2188 MHz
quadrupole line fac: 0.0000 MHz
PASS
```
